# Choosing the fit window for Townsend's coefficient from Monte Carlo avalanches

## What the setting does

A Monte Carlo avalanche calculation counts electrons at successive distances from their source. To turn the counts into Townsend's ionization coefficient \(\alpha\), the user chooses where the growth fit begins and how many avalanches to run. These two choices control different errors.

Let a uniform field of magnitude \(E\) push electrons towards positive \(x\), and let \(\phi=Ex\) be the potential drop they have crossed. Let \(M(\phi)\) be the mean net number of electrons crossing the plane at \(\phi\) per electron released. Beyond an initial region,

\[
M(\phi)\simeq C e^{\eta\phi},\qquad \alpha=\eta E .
\]

Average the counts over \(n\) independent avalanches first, take the logarithm second, and fit a straight line to planes with \(\phi\ge\phi_0\). To leading order in \(1/n\), the fitted slope \(\hat\eta\) has

\[
\langle\hat\eta\rangle-\eta = B(\phi_0)-\frac1{2n}\sum_k c_kR_k ,
\qquad \mathrm{SE}^2=\frac{\mathrm{var}(u_i)}{n}.
\]

Here \(B\) is the nonequilibrium bias, \(c_k\) are the slope weights, \(R_k\) is the relative variance of the count at plane \(k\), and \(u_i\) is the influence of avalanche \(i\), all defined below. More avalanches reduce the second and third errors but leave \(B\) unchanged. A later start generally reduces \(|B|\) as the transient decays, though not at every step, because the transient can oscillate. With the end of the fit held fixed, the shorter window also gives more weight to whatever oscillation remains.

In the example below, a fit from 80 to 160 V gives \(\alpha=331.9\pm0.8\ \mathrm{m^{-1}}\). Starting at zero would put the slope 3.9 % too low, about 17 standard errors.

## The model and the motion between collisions

The gas is a model with atoms at rest and infinitely heavy. Electrons collide at a constant total frequency \(\nu\) and scatter isotropically. A collision is elastic, excites an atom at a cost of 10 eV, or ionizes it at a cost of \(I=15\) eV. Each inelastic channel has probability \(0.35(1-\text{threshold}/\varepsilon)\) above its threshold, where \(\varepsilon\) is the electron energy. After ionization the two electrons share the excess \(\varepsilon-I\), with every division equally likely. There is no attachment, space charge, photoionization or feedback from the cathode.

Energies are in eV and \(\phi\) is in V, so an electron crossing 1 V gains 1 eV and the two numbers can be added directly. Lengths and fields are in SI units.

Take an electron of speed \(v\) whose velocity makes an angle with cosine \(\mu\) to the force. Its acceleration is \(a=eE/m\). After a time \(t=\tau/\nu\) its kinetic energy is

\[
\tfrac12m|\mathbf v+\mathbf at|^2
=\tfrac12mv^2+mva\mu t+\tfrac12ma^2t^2 .
\]

Divide by \(e\) to obtain eV, and define

\[
g^2=\frac{eE^2}{2m\nu^2}.
\]

The last term is then \(g^2\tau^2\). The middle term is twice the product of the square roots of the outer two, times \(\mu\). Hence

\[
\varepsilon'=\varepsilon+2\sqrt{\varepsilon}\,g\tau\mu+g^2\tau^2,
\qquad \Delta\phi=\varepsilon'-\varepsilon .
\]

The second relation is energy conservation. Constant collision frequency makes \(\tau\) exponentially distributed with mean one, and isotropic scattering makes \(\mu\) uniform on \((-1,1)\). Since \(\langle\mu\rangle=0\) and \(\langle\tau^2\rangle=2\), the mean gain per flight is \(2g^2\).

## Where the simulation may stop

The total energy \(W=\varepsilon-\phi\) is constant during a flight. An elastic collision preserves it, and an inelastic one lowers it. Ionization at \(\phi\) requires \(\varepsilon=W+\phi\ge I\), so

\[
\phi\ge I-W .
\]

Electrons released at rest at \(\phi=0\) start with \(W=0\), and no descendant has a larger \(W\). Ionization therefore cannot occur before 15 V. Also, \(\varepsilon\ge0\) implies \(\phi\ge-W\ge0\), so no electron travels behind the source plane.

If the last plane is at \(\phi=L\), an electron with \(W<I-L\) cannot ionize before that plane and can be discarded. This is safer than removing every electron that reaches \(L\): some of those could scatter back and ionize upstream, and their loss would distort the last counts.

Elastic flights keep heating an electron until it loses energy inelastically. Each such event lowers \(W\) by at least 10 eV, and \(\phi\ge-W\), so the electron eventually moves beyond any given plane. An electron born upstream of a plane thus makes one net crossing, and one born downstream makes none. For avalanche \(i\),

\[
M_i(\phi)=1+\text{number of ionizations before }\phi .
\]

Because the electrons do not interact, summing the response to one release over time gives the response to a steady source. \(M\) is thus also the steady electron flux divided by the released flux.

## Why the growth becomes exponential

Let \(P(\varepsilon\to\varepsilon')\) be the energy density after one flight. For fixed \(\tau\), uniform \(\mu\) makes \(\varepsilon'\) uniform between \((\sqrt\varepsilon-g\tau)^2\) and \((\sqrt\varepsilon+g\tau)^2\), an interval of width \(4\sqrt\varepsilon g\tau\). A given \(\varepsilon'\) is reachable when

\[
|\sqrt{\varepsilon'}-\sqrt\varepsilon|\le g\tau\le
\sqrt{\varepsilon'}+\sqrt\varepsilon .
\]

Integrating \(e^{-\tau}/(4\sqrt\varepsilon g\tau)\) over this range gives

\[
P=\frac{E_1\!\left(|\sqrt{\varepsilon'}-\sqrt\varepsilon|/g\right)
-E_1\!\left((\sqrt{\varepsilon'}+\sqrt\varepsilon)/g\right)}
{4g\sqrt\varepsilon},
\]

where \(E_1(z)=\int_z^\infty e^{-s}ds/s\).

Let \(Q(\varepsilon'\to\varepsilon'')\) be the mean density of electrons leaving a collision. It contains the elastic electron at \(\varepsilon'\), the exciting electron at \(\varepsilon'-10\), and, for ionization with probability \(p_i\), a density \(2p_i/(\varepsilon'-I)\) between zero and \(\varepsilon'-I\). The factor two counts both electrons.

A collision happens at one position, so \(W\) falls by \(\varepsilon'-\varepsilon''\). Let \(S(W,\varepsilon)\) be the mean density of electrons leaving collisions. Far downstream, try \(S=e^{-\eta W}s(\varepsilon)\). Electrons arriving at \(W\) came from total energy \(W+\varepsilon'-\varepsilon''\), which supplies the factor \(e^{-\eta(\varepsilon'-\varepsilon'')}\). Cancelling \(e^{-\eta W}\) leaves

\[
s(\varepsilon'')=\int\!\!\int s(\varepsilon)P(\varepsilon\to\varepsilon')
Q(\varepsilon'\to\varepsilon'')e^{-\eta(\varepsilon'-\varepsilon'')}
\,d\varepsilon\,d\varepsilon'.
\]

The positive solution fixes \(\eta\): the largest eigenvalue of this operator must equal one. At position \(\phi\), \(W=\varepsilon-\phi\), so the ionization density is proportional to \(e^{\eta\phi}\), and so is its integral \(M\), apart from slower terms.

The same equations also give the transient without random numbers. Electrons at one \(W\) are supplied by inelastic collisions at higher \(W\), so the collision density can be computed level by level, starting from \(W=0\). The eigenvalue and the growth between 200 and 240 V both give \(\eta=0.016580\ \mathrm{V^{-1}}\). Doubling the energy cell from 0.25 to 0.5 eV changes \(\eta\) by 0.03 %, and halving it to 0.125 eV lowers \(\eta\) by about \(1\times10^{-6}\ \mathrm{V^{-1}}\), so the last digit is uncertain by one unit.

## The fit and its statistical error

Let \(\bar M_k\) be the average count at plane \(\phi_k\). Minimizing the squared residuals of \(\ln\bar M_k\) about a straight line gives

\[
\hat\eta=\sum_kc_k\ln\bar M_k,\qquad
c_k=\frac{\phi_k-\bar\phi}{\sum_j(\phi_j-\bar\phi)^2},
\]

where \(\bar\phi\) is the mean plane position in the window. These weights satisfy \(\sum_kc_k=0\) and \(\sum_kc_k\phi_k=1\). The amplitude \(C\) therefore drops out, and a pure exponential returns \(\eta\).

Write \(\bar M_k=M_k(1+d_k)\), where \(d_k\) is the sampling error relative to the true mean. Then

\[
\ln\bar M_k=\ln M_k+d_k-\tfrac12d_k^2+\cdots .
\]

The linear term changes the slope by

\[
\sum_kc_kd_k=\frac1n\sum_{i=1}^{n}u_i,\qquad
u_i=\sum_kc_k\left(\frac{M_{ik}}{M_k}-1\right).
\]

Different avalanches are independent, so the variance is \(\mathrm{var}(u_i)/n\). In practice \(M_k\) is replaced by \(\bar M_k\).

Different planes are not independent, because an early ionization is included in every later count. A solvable limit shows the correlation. Suppose each electron ionizes with the same probability \(\eta\,d\phi\) in every interval, whatever its history. Then \(M'=\eta M\). Since a count \(m\) becomes \(m+1\) at rate \(\eta m\), its square grows by \(2m+1\) at that rate, and the variance \(V\) obeys

\[
V'=\eta(2\langle m^2\rangle+M)-2MM'=2\eta V+\eta M .
\]

With \(M(0)=1\) and \(V(0)=0\), the solution is \(V=M^2-M\), so \(R=V/M^2=1-1/M\). Given the count at an earlier plane \(j\), the expected count at a later plane \(k\) is that count times \(M_k/M_j\). The relative covariance of the two planes is therefore \(R_j\), which is far from zero.

For a slope taken from two planes, at \(\phi_0\) and \(L=\phi_0+\Lambda\), this gives

\[
\mathrm{SE}^2=\frac{R_L+R_0-2R_0}{n\Lambda^2}
=\frac1{n\Lambda^2}\left(\frac1{M_0}-\frac1{M_L}\right).
\]

In this limit, once \(M_L\gg M_0\), the noise comes mainly from the few electrons present at the start of the window. There is also no transient, and a fit could begin at zero. The model gas does have a transient, and its counts fluctuate less: at 160 V it has \(R=0.30\), whereas the limit with the same mean count of 10.7 would have 0.91. A plausible reason is that electrons must regain energy before ionizing again, which makes their ionizations more regular, but this explanation was not tested separately.

The usual regression error, computed from residuals about the line, assumes independent planes. In 100 separate batches of 100 avalanches, the slopes scattered by \(455\times10^{-6}\ \mathrm{V^{-1}}\). The root-mean-square errors were \(406\times10^{-6}\) from whole avalanches and \(75\times10^{-6}\) from residuals. Intervals of \(\pm2\) standard errors contained the reference in 93 % and 27 % of batches, respectively. With only 100 batches the scatter is itself uncertain by about 7 % and each coverage by a few percentage points, so the gap between 455 and 406 is compatible with sampling noise, whereas the gap to 75 is not. Adding more planes does not add independent avalanches.

## The bias of the logarithm

The quadratic term has a nonzero mean. Since \(\langle d_k^2\rangle=R_k/n\),

\[
\langle\ln\bar M_k\rangle\simeq\ln M_k-\frac{R_k}{2n},
\qquad
b_{\log}=-\frac1{2n}\sum_kc_kR_k .
\]

If \(R_k\) were the same at all planes, \(\sum_kc_k=0\) would remove the slope bias: the line would shift without tilting. Here \(R\) rises from 0.2458 at 80 V to 0.3037 at 160 V. These are sample estimates, uncertain by roughly 0.01, so the logarithmic bias derived from them is known only to about 10 %. A two-plane estimate gives

\[
b_{\log}\approx-\frac{0.3037-0.2458}{2n\times80\ \mathrm V}
=-\frac{3.6\times10^{-4}}n\ \mathrm{V^{-1}} .
\]

For 10000 avalanches this is \(-3.6\times10^{-8}\ \mathrm{V^{-1}}\). The sum over all planes gives \(-3.5\times10^{-8}\), about a thousandth of the standard error.

The order of averaging matters more. Suppose \(G\) batches of \(b\) avalanches are fitted separately and their slopes averaged. The random error falls as \(1/\sqrt{Gb}\), but the bias remains that of one batch. From the full fit, \(\sqrt{\mathrm{var}(u_i)}=40.6\times10^{-6}\sqrt{10000}=4.06\times10^{-3}\ \mathrm{V^{-1}}\). Bias and random error are equal when

\[
\frac{3.5\times10^{-4}}b=\frac{4.06\times10^{-3}}{\sqrt{Gb}},
\qquad G\approx130\,b .
\]

With more batches than this, the bias dominates. The factor 130 inherits a sampling uncertainty of 15 to 20 % from \(R_k\). It also rests on the leading term in \(1/b\), so it does not hold for batches of only a few avalanches. Pooling the counts before taking the logarithm avoids the problem.

The formula is an expansion in \(1/b\). For batches of 20 the measured bias was \((-21.3\pm4.7)\times10^{-6}\ \mathrm{V^{-1}}\), against a prediction of \(-17.5\times10^{-6}\). For single avalanches it was \((-570\pm28)\times10^{-6}\), against \(-351\times10^{-6}\). The leading term is then inadequate, and averaging individual slopes gives a result 3.4 % too low.

## The bias from starting too early

Define the transient by \(M=Ce^{\eta\phi}[1+\delta(\phi)]\). Since the exponential contributes exactly \(\eta\) to the slope, the remainder is

\[
B(\phi_0)=\sum_kc_k\ln[1+\delta(\phi_k)] .
\]

For closely spaced planes in a window of length \(\Lambda\), replace the sums by integrals. If the spacing is \(h\), then \(\sum_j(\phi_j-\bar\phi)^2\simeq\Lambda^3/(12h)\), so

\[
B\simeq\frac{12}{\Lambda^3}\int_{\phi_0}^{\phi_0+\Lambda}
(\phi-\bar\phi)\ln[1+\delta(\phi)]\,d\phi .
\]

At the start, \(\phi-\bar\phi=-\Lambda/2\), and the weight is \(-6/\Lambda^2\). An excess of electrons there lowers the slope. For a given transient much shorter than the window, the bias falls approximately as \(1/\Lambda^2\) when the window is lengthened.

This explains most of the error of a fit from zero. Up to 15 V, \(M=1\), while the asymptotic line has \(C=0.7484\). The logarithmic excess is therefore \(-\ln C-\eta\phi=0.290-0.01658\phi\), with \(\phi\) in V. For \(\Lambda=160\) V the weight is \(-(6/\Lambda^2)(1-\phi/80)\), and the first 15 V contribute

\[
-\frac6{160^2}\int_0^{15}(0.290-0.01658\phi)
\left(1-\frac\phi{80}\right)d\phi
\approx-5.4\times10^{-4}\ \mathrm{V^{-1}} .
\]

The full fit to the deterministic \(M\) gives \(-6.5\times10^{-4}\). The estimate omits the transient beyond 15 V and replaces a sum by an integral.

The scan, with the fit always ending at 160 V, shows what each start costs. Entries are in \(10^{-6}\ \mathrm{V^{-1}}\); the last column is the slope minus the slope from a 100 V start.

| Start (V) | SE | \(B\) | Difference |
|---:|---:|---:|---:|
| 0 | 38.9 | −653.9 | −594 ± 51 |
| 20 | 38.5 | −81.6 | −17 ± 48 |
| 60 | 39.0 | −6.5 | 34 ± 38 |
| 80 | 40.6 | −2.3 | 31 ± 26 |
| 100 | 44.6 | −0.9 | 0 |

The errors of the differences use the same avalanches in both fits: for each avalanche, subtract the two influences and then take the variance. Treating the fits as independent would ignore their common data.

The scan detects the error of a start at zero. It does not detect the bias at 20 V, although that bias is twice the standard error of the slope. A flat scan is therefore not proof of equilibrium. It tests only the difference between the biases of the two fits, and detects it reliably only when it exceeds a few times the error of the difference. A bias common to both fits stays hidden.

## Choosing the start and the number of avalanches

An estimate made before the simulation is useful, because choosing the start that gives the most pleasing slope introduces a selection effect. Consider an electron that has lost no energy, so \(W=0\) and \(\varepsilon=\phi\). If it flies along the force, \(\sqrt\varepsilon\) grows by \(g\tau\). The probability of flying from energy \(I\) to \(\phi_0\) without a collision is

\[
q=\exp\left[-\frac{\sqrt{\phi_0}-\sqrt I}{g}\right],
\qquad
\sqrt{\phi_0}=\sqrt I+g\ln\frac1q .
\]

This is a guide, not a bound on \(B\): elastic collisions also preserve \(W\), so such electrons can survive longer than \(q\) suggests. The formula does suggest how to move the start with the field, since \(g\propto E/N\) for a fixed collision rate constant \(\nu/N\).

At 200 Td and \(\phi_0=80\) V, \(q=1.9\times10^{-4}\). At 400 Td the same start has \(q=1.4\times10^{-2}\). The deterministic calculation at 400 Td gives \(B=-7.4\times10^{-5}\ \mathrm{V^{-1}}\) for the 80–160 V window, some 30 times the value at 200 Td and 0.4 % of \(\eta\). Its growth between 100 and 150 V is still 0.3 % below the eigenvalue, while between 350 and 400 V the two agree. The transient thus lasts longer at the higher field, but this comparison does not show which electrons cause it. Keeping \(q=1.9\times10^{-4}\) at 400 Td, where \(g\) is doubled to 1.19 \(\sqrt{\mathrm{eV}}\), would move the start to about 200 V.

The number of avalanches should be considered together with the start. Bias and standard error become equal at

\[
n_*=\frac{\mathrm{var}(u_i)}{B^2}.
\]

From the table, \(n_*\) is about 2200 for a start at 20 V, \(3.6\times10^5\) at 60 V and \(3\times10^6\) at 80 V. Beyond \(n_*\), further avalanches mostly refine a biased answer. Moving the start from 20 to 80 V raises the standard error by only 5 % here, so the later start is cheap.

A practical sequence follows:

1. Estimate \(\phi_0\) from \(q\), and place \(L\) well beyond it.
2. Pool the counts, fit their logarithm, and compute the error from whole avalanches.
3. Compare with later starts using paired errors. If the slope drifts, choose a later start, move \(L\) out with it so that the window does not shrink, and run fresh avalanches for the final result. At low field a later start alone may not help: at 50 Td, with the fit ending at 160 V, \(B\) alternates in sign at a few \(10^{-6}\ \mathrm{V^{-1}}\) for starts between 20 and 32 V and is \(+5.5\times10^{-6}\ \mathrm{V^{-1}}\) for a start at 120 V.

## Reading the example

The gas density is \(N=10^{23}\ \mathrm{m^{-3}}\), the reduced field 200 Td (\(1\ \mathrm{Td}=10^{-21}\ \mathrm{V\,m^2}\)), and the collision rate constant \(10^{-13}\ \mathrm{m^3/s}\). Hence

\[
E=200\times10^{-21}\times10^{23}=2\times10^4\ \mathrm{V/m},
\qquad \nu=10^{10}\ \mathrm{s^{-1}},
\]

and \(g^2=0.352\) eV. The window from 80 to 160 V extends from 4 to 8 mm. With 10000 avalanches,

\[
\alpha=(0.016597\pm0.000041)\times2\times10^4
=331.9\pm0.8\ \mathrm{m^{-1}},
\]

or \(\alpha/N=3.32\times10^{-21}\ \mathrm{m^2}\). The deterministic value is \(331.6\ \mathrm{m^{-1}}\), within half a standard error. The nonequilibrium bias is \(-2.3\times10^{-6}\times2\times10^4=-0.05\ \mathrm{m^{-1}}\), and the logarithmic bias is smaller still. The numerical output below gives the remaining values.

This error budget describes the fit, not the quality of the collision model: uncertain cross sections would add their own error. An energy-dependent collision frequency changes the flight density and the estimate \(q\), but not the formulas for the fit. Attachment changes more. Electrons can then disappear, so counting ionizations no longer gives the net crossings, and a pooled count may reach zero, where the logarithm fails. In a gap too short for the transient to die out, the local slope depends on the window, and no single \(\alpha\) describes the growth.

## Computed results

```
Electric field: 2e+04 V/m
Collision frequency: 1e+10 1/s
g^2: 0.3518 eV; mean gain per flight 2g^2: 0.7035 eV
Mean gain from flight kernel at 20.125 eV: 0.7035 eV
Reference eta, 0.25 eV grid: 0.016580 1/V
Reference eta, 0.5 eV grid: 0.016585 1/V
Growth of marched M, 200-240 V: 0.016580 1/V
Amplitude C of exp(eta*phi): 0.7484
Straight-flight estimate exp[-(sqrt(phi0)-sqrt(I))/g], 200 Td: 1.93e-04
Straight-flight estimate exp[-(sqrt(phi0)-sqrt(I))/g], 400 Td: 1.39e-02
400 Td (1 eV grid): eta 0.017247, growth 100-150 V 0.017190, 350-400 V 0.017247 1/V
Noneq. bias, fit 80-160 V: 200 Td -2.32e-06, 400 Td -7.42e-05 1/V
Avalanches: 10000; collisions: 8562881
Earliest ionization: 15.19 V
phi (V) | M simulated | std. error | M deterministic | R
  40 | 1.4575 | 0.0058 | 1.4616 | 0.1584
  80 | 2.8257 | 0.0140 | 2.8211 | 0.2458
 120 | 5.5051 | 0.0294 | 5.4729 | 0.2851
 160 | 10.6677 | 0.0588 | 10.6226 | 0.3037
Scan, all in 1e-6/V: start (V) | slope | SE | noneq. bias | slope minus 100 V slope | paired SE
  0 | 15972.1 | 38.9 | -653.94 | -594.1 | 51.3
 20 | 16549.6 | 38.5 | -81.63 | -16.6 | 48.4
 40 | 16598.7 | 38.4 | -20.56 | 32.5 | 44.2
 60 | 16599.8 | 39.0 | -6.53 | 33.6 | 37.7
 80 | 16597.1 | 40.6 | -2.32 | 30.8 | 26.2
100 | 16566.2 | 44.6 | -0.85 | 0.0 | 0.0
Log bias: batch size | slope bias measured, SE, predicted (1e-6/V) | bias of ln M at 160 V measured, SE, predicted
  1 | -569.7, 27.6, -351.3 | -0.17817, 0.00257, -0.15185
  5 | -93.5, 10.7, -70.2 | -0.03296, 0.00111, -0.03036
 20 | -21.3, 4.7, -17.5 | -0.00716, 0.00044, -0.00758
Batches of 100: 100; slope spread: 455.2 1e-6/V
RMS avalanche-based SE: 406.0 1e-6/V
RMS residual-based SE: 74.5 1e-6/V
Coverage of +-2 SE, avalanche-based: 93.0 %
Coverage of +-2 SE, residual-based: 27.0 %
Fit start: 80 V = 4.000 mm; end: 160 V = 8.000 mm
Fitted eta: 0.016597 1/V; standard error: 0.000041 1/V
Residual-based error of the same fit: 0.000007 1/V
Log bias of full sample: -3.51e-08 1/V
Corrected eta: 0.016597 1/V; deviation from reference: 0.41 SE
alpha: 331.94 1/m; standard error: 0.81 1/m
Reference alpha: 331.61 1/m
alpha/N: 3.3194e-21 m^2
```
